# Bloch-Grüneisen resistivity ratio between 77 K and 300 K

## Problem

A simple metal has Debye temperature $\Theta=320$ K and no residual resistivity, so its resistivity $\rho(T)$ comes from electron-phonon scattering alone. Determine numerically, in the Bloch-Grüneisen model,

$$r=\frac{\rho(77\ \mathrm{K})}{\rho(300\ \mathrm{K})}.$$

The model has these ingredients:

- The electrons are free and degenerate, with energy $\varepsilon_k=\hbar^2k^2/2m$, density $n$, charge $-e$ and Fermi wavevector $k_F$.
- They scatter from one longitudinal phonon branch $\omega=cq$, cut off at $q_D<2k_F$, with $k_B\Theta=\hbar cq_D$. The sound speed $c$ is far below the Fermi speed.
- Scattering takes $\mathbf k$ to $\mathbf k\pm\mathbf q$ without a reciprocal lattice vector (normal processes).
- The phonons stay in thermal equilibrium, and the material parameters do not depend on temperature.
- The current is carried by a rigidly displaced Fermi sphere: all electrons share one drift velocity, whatever their energy.

## First estimate by scaling

The resistivity is proportional to the rate at which electrons lose forward momentum. Four factors depend on the phonon wavevector $q$ or on $T$:

- the squared coupling, proportional to $q$;
- the number of phonons in a mode, about $k_BT/\hbar cq$ when $\hbar cq\ll k_BT$;
- the final states on the Fermi sphere at distance $q$ from the initial one, proportional to $q\,dq$;
- the fraction of forward momentum lost, $1-\cos\theta=q^2/2k_F^2$, since $q=2k_F\sin(\theta/2)$.

Their product gives

$$\rho\propto\int_0^{q_{\max}} q\cdot\frac{T}{q}\cdot q^2\cdot q\,dq=\frac{T\,q_{\max}^4}{4}.$$

At high temperature all modes are excited, $q_{\max}=q_D$, and $\rho\propto T$. At low temperature the modes with $\hbar cq$ well above $k_BT$ are frozen out. Then $q_{\max}\propto T$ and $\rho\propto T^5$. The two laws predict

$$r_{\rm linear}=\frac{77}{300}=0.257,\qquad r_{\rm fifth}=\left(\frac{77}{300}\right)^5=0.0011.$$

At 300 K we have $\Theta/T=1.07$, so most modes have $\hbar\omega<k_BT$. The linear law is therefore the better first estimate. At 77 K, however, $\Theta/T=4.16$, and part of the spectrum is frozen, so the true ratio should be lower than 0.257. Scaling does not say by how much.

## Solution of the model

### Net absorption of phonons

Let the electrons drift at a small velocity $\mathbf u$, with distribution

$$f_{\mathbf k}=f_0(\varepsilon_k-\hbar\mathbf k\cdot\mathbf u),$$

where $f_0$ is the Fermi function. To first order in $u$ this is a Fermi sphere centred on velocity $\mathbf u$. Its rigid form is an approximation to the solution of the Boltzmann equation, and it is the one that leads to the Bloch-Grüneisen law.

In a volume $V$ the squared coupling is $|M_q|^2=Aq/V$. For a deformation potential $D$ and mass density $\rho_m$, $A=D^2\hbar/(2\rho_mc)$. With $N=1/(e^{\hbar\omega/k_BT}-1)$ phonons in the mode, the golden rule gives the net absorption rate

$$W_{\mathbf q}=\frac{2\pi}{\hbar}|M_q|^2\,2\sum_{\mathbf k}\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega)\,B,$$

$$B=f(1-f')N-f'(1-f)(N+1),$$

with $f=f_{\mathbf k}$, $f'=f_{\mathbf k+\mathbf q}$ and a factor 2 for spin. Multiplying out, the terms $ff'N$ cancel and

$$B=(f-f')N-f'(1-f).$$

Write $f=1/(e^a+1)$ and $f'=1/(e^b+1)$. Then

$$f'(1-f)=\frac{e^a}{(e^a+1)(e^b+1)},\qquad f-f'=\frac{e^b-e^a}{(e^a+1)(e^b+1)},$$

so that $f'(1-f)=(f-f')/(e^{b-a}-1)$. Energy conservation gives $b-a=\hbar(\omega-\mathbf q\cdot\mathbf u)/k_BT$. The last fraction is therefore a Bose function at a shifted frequency:

$$B=(f-f')\,[N(\omega)-N(\omega-\mathbf q\cdot\mathbf u)]\approx(f-f')\,(\mathbf q\cdot\mathbf u)\,\frac{\partial N}{\partial\omega}.$$

The expansion requires $u\ll c$. Since $B$ is already of first order in $u$, the undisplaced $f_0$ may be used in $f-f'$.

### Sum over electrons

Per unit volume we need

$$S=2\int\frac{d^3k}{(2\pi)^3}\,[f_0(\varepsilon)-f_0(\varepsilon+\hbar\omega)]\,\delta\!\left(\frac{\hbar^2kq\mu}{m}+\frac{\hbar^2q^2}{2m}-\hbar\omega\right),$$

where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. The azimuth gives $2\pi$. The integral over $\mu$ gives $m/(\hbar^2kq)$, provided that the root $\mu=mc/(\hbar k)-q/(2k)$ lies between $-1$ and $1$. Near the Fermi surface it does, because $c$ is small and $q<2k_F$, provided that $k_F-q_D/2$ is large compared with the thermal width $k_BT/\hbar v_F$ of the Fermi surface, where $v_F$ is the Fermi speed. With $k\,dk=m\,d\varepsilon/\hbar^2$,

$$S=\frac{m^2}{2\pi^2\hbar^4q}\int d\varepsilon\,[f_0(\varepsilon)-f_0(\varepsilon+\hbar\omega)]=\frac{m^2\omega}{2\pi^2\hbar^3q}=\frac{m^2c}{2\pi^2\hbar^3}.$$

The energy integral is $\hbar\omega$, since it is the area between two copies of a step of height one displaced by $\hbar\omega$. The result does not depend on $q$.

### Friction and resistivity

Each net absorption gives the electrons momentum $\hbar\mathbf q$. The sum over $\mathbf k$ supplies a factor $V$ that cancels the $1/V$ in the coupling, so $W_{\mathbf q}=(2\pi Aq/\hbar)\,S\,(\mathbf q\cdot\mathbf u)\,\partial N/\partial\omega$. The force per volume is

$$\mathbf F=\int\frac{d^3q}{(2\pi)^3}\,\hbar\mathbf q\,W_{\mathbf q}=2\pi AS\int\frac{d^3q}{(2\pi)^3}\,q\,\mathbf q(\mathbf q\cdot\mathbf u)\frac{\partial N}{\partial\omega}.$$

The angular average of $\mathbf q(\mathbf q\cdot\mathbf u)$ is $q^2\mathbf u/3$, and $d^3q/(2\pi)^3$ becomes $q^2dq/(2\pi^2)$. Hence

$$\mathbf F=-K\mathbf u,\qquad K=\frac{Am^2c}{6\pi^3\hbar^3}\int_0^{q_D}q^5\left(-\frac{\partial N}{\partial\omega}\right)dq.$$

Now set $x=\hbar cq/k_BT$, whose upper limit is $\Theta/T$. Since

$$-\frac{\partial N}{\partial\omega}=\frac{\hbar}{k_BT}\frac{e^x}{(e^x-1)^2}=\frac{\hbar}{k_BT}\frac{1}{(e^x-1)(1-e^{-x})},$$

we obtain

$$K=\frac{Am^2c}{6\pi^3\hbar^2k_BT}\left(\frac{k_BT}{\hbar c}\right)^6J_5\!\left(\frac{\Theta}{T}\right),\qquad J_5(z)=\int_0^z\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.$$

In the steady state the electric force balances friction, $-ne\mathbf E-K\mathbf u=0$. The current density is $\mathbf j=-ne\mathbf u$, so $\mathbf E=K\mathbf j/(ne)^2$ and $\rho=K/(ne)^2$. The powers of $T$ combine to $T^6/T=T^5$:

$$\rho(T)=C\left(\frac{T}{\Theta}\right)^5J_5\!\left(\frac{\Theta}{T}\right).$$

The constant $C$ holds all the material parameters and cancels in $r$.

As a check, the friction force was also integrated directly from the gain and loss terms with displaced Fermi functions, without the identity for $B$, its expansion or the formula for $S$. It agrees with the formula for $K$ to a relative $3\times10^{-6}$ or better at both temperatures. This tests the derivation, not the assumptions of the model.

### A form suited to numbers

Define $R(z)=4J_5(z)/z^4$. With $z=\Theta/T$, the law becomes $\rho=(C/4)(T/\Theta)R(z)$, and

$$r=\frac{77}{300}\,\frac{R(z_{77})}{R(z_{300})},\qquad z_{77}=4.15584,\quad z_{300}=1.06667.$$

The factor $R$ measures the departure from the linear law. Because $(e^x-1)(1-e^{-x})=4\sinh^2(x/2)$,

$$R(z)=\frac{4}{z^4}\int_0^zx^3w(x)\,dx,\qquad w(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2.$$

Thus $R$ is an average of $w$ with weight $x^3$. Since $w$ falls steadily from 1, $R$ decreases with $z$.

**At 300 K** a series is enough. Start from

$$\frac{1}{e^x-1}=\frac1x-\frac12+\frac{x}{12}-\frac{x^3}{720}+\frac{x^5}{30240}-\dots$$

Minus its derivative is $1/[4\sinh^2(x/2)]$. Multiplying that by $x^2$ gives

$$w=1-\frac{x^2}{12}+\frac{x^4}{240}-\frac{x^6}{6048}+\dots$$

In the average, $x^{2k}$ becomes $4z^{2k}/(4+2k)$, so

$$R(z)=1-\frac{z^2}{18}+\frac{z^4}{480}-\frac{z^6}{15120}+\dots$$

The series converges for $z<2\pi$, the distance to the nearest poles at $\pm2\pi i$. At $z_{300}$,

$$R=1-0.063210+0.002697-0.000097=0.939390.$$

**At 77 K** the series converges slowly, and Simpson's rule is more convenient. With eight intervals of width $h=0.519481$, the integrand of $J_5$ is:

| $x$ | integrand | weight |
|---|---|---|
| 0 | 0 | 1 |
| 0.51948 | 0.13708 | 4 |
| 1.03896 | 1.02583 | 2 |
| 1.55844 | 3.10374 | 4 |
| 2.07792 | 6.33707 | 2 |
| 2.59740 | 10.27720 | 4 |
| 3.11688 | 14.26625 | 2 |
| 3.63636 | 17.67162 | 4 |
| 4.15584 | 20.05196 | 1 |

The values of weight 4 add up to 31.18964, and the inner values of weight 2 to 21.62915. Therefore

$$J_5\approx\frac{0.519481}{3}\,(4\times31.18964+2\times21.62915+20.05196)=32.566.$$

Adaptive quadrature gives 32.569, so the Simpson value is low by a relative $8\times10^{-5}$. With the quadrature value, $R(z_{77})=4\times32.569/4.15584^4=0.4367$. The ratio is

$$r=0.25667\times\frac{0.4367}{0.9394}=0.119,\qquad \frac{\rho(300\ \mathrm K)}{\rho(77\ \mathrm K)}=8.38.$$

## Comparison of the estimate with the solution

The linear estimate, 0.257, is too high by a factor $0.9394/0.4367=2.15$. The departure from the linear law at 77 K would by itself give a factor $1/0.4367=2.29$. At 300 K the resistivity is also 6% below its linear-law value, which partly compensates and lowers the factor to 2.15. The fifth-power estimate is too low by a factor of about 107.

The local exponent $p=d\ln\rho/d\ln T$ shows where each temperature stands. Since $dz/d\ln T=-z$,

$$p=5-\frac{z\,J_5'(z)}{J_5(z)},$$

where $J_5'(z)$ is the integrand at the upper limit. At 77 K the table gives $p=5-4.15584\times20.05196/32.569=2.44$. At 300 K, $p=1.12$. The colder point is thus in the crossover, far from a fifth-power law.

The low-temperature limit confirms this. Expanding $e^x/(e^x-1)^2=\sum_{l\ge1}l\,e^{-lx}$ gives

$$J_5(\infty)=\sum_{l\ge1}l\,\frac{5!}{l^6}=120\,\zeta(5)=124.4.$$

The $T^5$ law holds when $J_5$ is close to this value; it comes within 1% only for $z$ above about 13, that is below about 25 K. At 77 K it has reached 26% of it, and the table shows the integrand still rising at the Debye cutoff.

## How firm the number is

At fixed $T$, the function $(T/\Theta)^5J_5(\Theta/T)$ depends on $T/\Theta$ alone, so its logarithmic derivative with respect to $\Theta$ is $-p$. Hence

$$\frac{d\ln r}{d\ln\Theta}=p(300\ \mathrm K)-p(77\ \mathrm K)=-1.32.$$

A stiffer lattice has fewer excited modes at 77 K and a smaller ratio. Taking $\Theta=310$ K gives $r=0.124$, and 330 K gives 0.114. A 3% uncertainty in $\Theta$ therefore moves $r$ by about 4%.

The condition of zero residual resistivity matters too. If a constant $\rho_0$ adds to the phonon part, and $\delta$ is $\rho_0$ divided by the phonon resistivity at 300 K, the measured ratio becomes $(r+\delta)/(1+\delta)$. For $\delta=0.01$ this is 0.128, an increase of 7%.

The assumption of equilibrium phonons also has a physical cost. Normal processes conserve the total momentum of electrons and phonons. The phonons must therefore pass their momentum on, by umklapp or other processes, faster than the electrons supply it; otherwise they are dragged along and the friction falls. Umklapp scattering of the electrons, transverse branches and a non-spherical Fermi surface change the weight given to each $q$, and with it the ratio. The rigid displacement is an approximation too. In a full solution of the Boltzmann equation the displacement depends on the electron energy. The size of the correction grows with $q_D/k_F$. For one electron per atom, $q_D=2^{1/3}k_F$, it lowers the resistivity by about 7% at 77 K and by about 0.2% at 300 K, so the ratio falls to about 0.11. The value 0.119 belongs to the Bloch-Grüneisen formula, and for a real metal it is only a guide.

## Values computed for the example and the checks

```
Debye temperature: 320 K
Temperatures: 77 K and 300 K
z at 77 K: 4.15584 (no unit)
z at 300 K: 1.06667 (no unit)
J5 at 77 K, quadrature: 32.56874 (no unit)
J5 at 300 K, quadrature: 0.304020 (no unit)
R at 77 K: 0.436741 (no unit)
R at 300 K: 0.939393 (no unit)
Series term z^0 of R at 300 K: +1.000000
Series term z^2 of R at 300 K: -0.063210
Series term z^4 of R at 300 K: +0.002697
Series term z^6 of R at 300 K: -0.000097
Sum of these four terms: 0.939390
Simpson step at 77 K: 0.519481 (no unit)
Simpson node x=0.00000 integrand=0.00000 weight=1
Simpson node x=0.51948 integrand=0.13708 weight=4
Simpson node x=1.03896 integrand=1.02583 weight=2
Simpson node x=1.55844 integrand=3.10374 weight=4
Simpson node x=2.07792 integrand=6.33707 weight=2
Simpson node x=2.59740 integrand=10.27720 weight=4
Simpson node x=3.11688 integrand=14.26625 weight=2
Simpson node x=3.63636 integrand=17.67162 weight=4
Simpson node x=4.15584 integrand=20.05196 weight=1
J5 at 77 K, Simpson: 32.56603 (no unit)
Simpson relative error: -8.3e-05
Ratio from Simpson and four terms: 0.11932
RATIO rho(77 K)/rho(300 K): 0.119329 (no unit)
Inverse rho(300 K)/rho(77 K): 8.3802 (no unit)
Ratio from direct golden-rule friction: 0.119329
Friction direct/formula - 1, 77 K: +2.5e-06
Friction direct/formula - 1, 300 K: +1.9e-08
Friction test: q_D/k_F = 1.2599
Friction test: sound/Fermi speed = 0.0050
Friction test: drift/sound speed = 0.0030
J5 at infinity, 120 zeta(5): 124.4313 (no unit)
J5(77 K)/J5(infinity): 0.2617
Linear-law guess for ratio: 0.25667
Fifth-power guess for ratio: 0.001114
Local exponent p at 77 K: 2.4413
Local exponent p at 300 K: 1.1237
d ln(ratio)/d ln(Theta): -1.3176
Ratio for Theta = 310 K: 0.12431
Ratio for Theta = 330 K: 0.11448
Residual part delta: 0.01 of rho_ph(300 K)
Ratio with that residual part: 0.12805
```
